Transforming Hessians between Cartesian and internal coordinates, and their eigenvalue signs

**First half: the transformation**

A molecule of N atoms has an energy surface E(x), where x collects the 3N Cartesian coordinates x_i of the nuclei. The same surface can be described by bond lengths and angles. This problem asks how the matrix of second derivatives changes between the two descriptions, and what the signs of its eigenvalues mean.

The molecule is nonlinear and free of external fields, and E is smooth near the geometry considered. The internal coordinates q_k(x), with k = 1, …, M and M = 3N − 6, are smooth functions that do not change when the molecule is translated or rotated as a whole. Their first derivatives form the M × 3N matrix

B_ki = ∂q_k/∂x_i,

which is assumed to have full row rank M. This excludes redundant sets, which have more than 3N − 6 members, and singular geometries such as a bond angle of 180°.

Under these assumptions the energy is locally a function of q alone. The geometries near x with the same q form a surface of dimension 3N − M = 6. The rigid motions of a nonlinear molecule also fill six dimensions and leave q unchanged, so locally they are that surface. Since E is constant under rigid motions, we may write

E(x) = V(q(x)),

with V smooth. The gradients are g_x, with components ∂E/∂x_i, and g_q, with components g_k = ∂V/∂q_k. The Hessians are H_x, with elements ∂²E/∂x_i∂x_j, and H_q, with elements ∂²V/∂q_k∂q_l. Gradients are column vectors, and ᵀ denotes the transpose. The algebra is in atomic units. Numbers are in eV and Å, with angles in radians inside derivatives.

**(a) Express g_x and H_x through the derivatives of V. What does each term of H_x describe?**

Solution. The chain rule gives

∂E/∂x_i = Σ_k g_k B_ki, or g_x = Bᵀ g_q.

Both factors in the sum depend on x: g_k because it is evaluated at q(x), and B_ki because the internal coordinates are curved functions of position. The product rule therefore gives two terms:

∂²E/∂x_i∂x_j = Σ_k (∂g_k/∂x_j) B_ki + Σ_k g_k ∂B_ki/∂x_j.

In the first term the chain rule is used once more,

∂g_k/∂x_j = Σ_l (∂²V/∂q_k∂q_l)(∂q_l/∂x_j) = Σ_l (H_q)_kl B_lj.

In matrix form,

H_x = Bᵀ H_q B + K,

K_ij = Σ_k g_k ∂B_ki/∂x_j = Σ_k g_k ∂²q_k/∂x_i∂x_j.

The last form shows that K is symmetric, because mixed partial derivatives commute.

The meaning of the terms is seen by moving the atoms along a straight line, x → x + δ. To second order each internal coordinate changes by

δq_k = Σ_i B_ki δ_i + ½ Σ_ij (∂²q_k/∂x_i∂x_j) δ_i δ_j.

The energy changes by g_qᵀδq + ½ δqᵀH_qδq. The linear part of δq, inserted in the quadratic energy term, gives ½ δᵀBᵀH_qBδ. This is the curvature of the surface as seen in internal coordinates. The quadratic part of δq, inserted in the linear energy term, gives ½ δᵀKδ. It is present because a straight path in Cartesian space is a curved path in q, and a curved path on a slope gains or loses energy at second order. The term K is linear in the gradient and vanishes with it.

**(b) B is not square. How are g_q and H_q obtained from Cartesian derivatives, and is the answer unique?**

Solution. Full row rank means that Bᵀy = 0 only for y = 0. Hence yᵀBBᵀy = |Bᵀy|² is positive for every y ≠ 0, and the M × M matrix BBᵀ can be inverted. The matrix

A = Bᵀ(BBᵀ)⁻¹

then satisfies BA = 1, where 1 is the M × M unit matrix. Such an A is called a right inverse of B. Column k of A is a set of atomic displacements that changes q_k at unit rate and leaves the other internal coordinates unchanged to first order.

Multiply g_x = Bᵀg_q from the left by Aᵀ. Since AᵀBᵀ = (BA)ᵀ = 1,

g_q = Aᵀ g_x.

Next subtract K from H_x and multiply by Aᵀ on the left and A on the right:

Aᵀ(H_x − K)A = (BA)ᵀ H_q (BA) = H_q.

So the internal Hessian is

H_q = Aᵀ(H_x − K)A.

The order of work follows from this: g_q must be found first, because K contains it.

The matrix A is not unique. Any other right inverse is A′ = A + Z with BZ = 0, so the columns of Z are displacements that change no internal coordinate at first order. By the dimension count above these are infinitesimal translations and rotations. The gradient does not notice the difference, since

Zᵀg_x = ZᵀBᵀg_q = (BZ)ᵀg_q = 0.

Nor does the Hessian, because H_x − K = BᵀH_qB and therefore

(H_x − K)Z = BᵀH_q(BZ) = 0.

All terms containing Z drop out of A′ᵀ(H_x − K)A′. The result is unique although A is not.

This protection belongs to the difference H_x − K and not to H_x alone. If K is left out, one computes

AᵀH_xA = H_q + AᵀKA,

and the second term can depend on how much rigid motion has been mixed into A.

The same correction can be written with the curvature of the inverse map. Suppose a rule x(q) places the atoms in space for each q, with A = ∂x/∂q. Differentiating V(q) = E(x(q)) twice gives

H_q = AᵀH_xA + Σ_i (g_x)_i ∂²x_i/∂q∂q,

where ∂²x_i/∂q∂q is an M × M matrix. To compare, differentiate the identity q_k(x(q)) = q_k twice. Its right side has no second derivative, so

Aᵀ(∂²q_k/∂x∂x)A + Σ_i B_ki ∂²x_i/∂q∂q = 0.

Multiply by g_k and sum over k. The first term becomes AᵀKA. In the second, Σ_k g_kB_ki = (g_x)_i. Hence

Σ_i (g_x)_i ∂²x_i/∂q∂q = −AᵀKA,

in agreement with the formula found above.

**(c) Find B and its derivative for two bonds that share an atom and for the angle between them.**

Solution. Let atom 0 be the apex and atoms 1 and 2 the ends. Define the bond vectors

a = x₁ − x₀ = r₁u, b = x₂ − x₀ = r₂v,

where x₀, x₁, x₂ are now position vectors and u, v are unit vectors. It is enough to differentiate with respect to a and b, because

∂/∂x₁ = ∂/∂a, ∂/∂x₂ = ∂/∂b, ∂/∂x₀ = −∂/∂a − ∂/∂b.

These relations have constant coefficients, so they can be applied twice without producing further terms.

For the bond length, differentiate r₁² = a·a. This gives 2r₁ ∂r₁/∂a = 2a, hence

∂r₁/∂a = u.

The second derivative is the derivative of u = a/r₁:

∂u_i/∂a_j = δ_ij/r₁ − a_i u_j/r₁² = (δ_ij − u_iu_j)/r₁.

With the projector P_u = 1 − uuᵀ, which removes the component along u,

∂²r₁/∂a∂a = P_u/r₁.

A displacement along the bond has no second-order effect on its length. A perpendicular displacement d lengthens the bond by d²/(2r₁), as Pythagoras requires. The second bond follows by exchanging a, u, r₁ with b, v, r₂.

For the angle, start with its cosine c = cos θ = u·v. The derivative of u just found gives

∂c/∂a = P_u v/r₁ = (v − cu)/r₁.

Differentiate component i of this with respect to a_j. The vector v is constant, c has the derivative (v − cu)_j/r₁, u_i has the derivative (P_u)_ij/r₁, and 1/r₁ has the derivative −u_j/r₁². Therefore

∂²c/∂a_i∂a_j = −[(v − cu)_i u_j + u_i (v − cu)_j + c (P_u)_ij]/r₁².

For the mixed derivative, write ∂c/∂a = P_uv/r₁ and differentiate with respect to b. Only v depends on b, with ∂v/∂b = P_v/r₂, so

∂²c/∂a∂b = P_uP_v/(r₁r₂).

The block with two derivatives in b follows by exchange of the bonds.

Now pass from c to θ. Let ∂ stand for the column of derivatives with respect to all components of a and b. From ∂c = −sin θ ∂θ,

∂θ = −∂c/sin θ.

A second differentiation gives ∂²c = −sin θ ∂²θ − c ∂θ∂θᵀ, hence

∂²θ = −(∂²c + c ∂θ∂θᵀ)/sin θ.

Both expressions need sin θ ≠ 0. At a linear arrangement the angle has no smooth first derivative, and another coordinate must be used.

A useful check is a motion that turns the bonds within their plane. Let e_a be the unit vector perpendicular to u in the plane and pointing away from v, so that v = cu − sin θ e_a. Then v − cu = −sin θ e_a, and the formulas give e_a·∂θ/∂a = 1/r₁. Along e_a the second derivative of c is −c/r₁², so that of θ is

−(−c/r₁² + c/r₁²)/sin θ = 0.

Let e_b be the corresponding vector for the second bond, pointing away from u. Both vectors increase θ, and e_a·e_b = −c. The mixed derivative of c is then −c/(r₁r₂), and the mixed derivative of θ vanishes in the same way. This is as it should be: a tangential displacement r₁τ turns the bond by arctan τ, which has no quadratic term.

**(d) Take water with both bonds shortened to 0.85 Å and an angle of 105°. What bending curvature results if K is omitted?**

Solution. The energy model is restricted Hartree–Fock in the 6-31G basis (RHF/6-31G). Consider the column of A that belongs to θ. Let it turn bond 1 by a fraction α of the unit angle change and bond 2 by the fraction 1 − α, both in the molecular plane:

δa = α r₁e_a, δb = (1 − α) r₂e_b.

To first order the bond lengths stay fixed and θ changes at unit rate, so this is a valid column for every α. Different α differ by a rigid rotation. The second derivative of r₁ along this displacement is α²r₁²/r₁ = α²r₁, and that of r₂ is (1 − α)²r₂. The angle has no second derivative here, by part (c). Hence

(AᵀH_xA)_θθ = (H_q)_θθ + α²r₁g₁ + (1 − α)²r₂g₂.

At this geometry the bonds are compressed and both stretching derivatives are negative:

g₁ = g₂ = −8.43 eV/Å, r₂g₂ = −7.16 eV.

The full formula gives (H_q)_θθ = 5.69 eV/rad². Finite differences of the energy, which use no Cartesian Hessian, give the same value to these digits.

Without K the answer depends on α. If the second hydrogen alone moves, α = 0 and

5.69 − 7.16 = −1.47 eV/rad².

The bending curvature has acquired the wrong sign. The pseudoinverse Bᵀ(BBᵀ)⁻¹ treats the two equal bonds alike, so α = ½. The correction is then 2 · ¼ · (−7.16) = −3.58 eV, and

5.69 − 3.58 = 2.11 eV/rad².

Both values are printed by the numerical check. They describe straight tangential displacements, during which the compressed bonds lengthen at second order and release energy. The internal derivative at fixed bond lengths contains no such release. With K included, the two right inverses give the same H_q, which the program tests.

**Second half: the signs of the eigenvalues**

The symbols are those of the first half. The energy is E(x) = V(q(x)), with M = 3N − 6 internal coordinates and B = ∂q/∂x of full row rank. The gradients obey g_x = Bᵀg_q, and for any A with BA = 1 also g_q = Aᵀg_x. The Hessians obey

H_x = BᵀH_qB + K, K = Σ_k g_k ∂²q_k/∂x∂x.

For a triatomic molecule q = (r₁, r₂, θ), with g₁ and g₂ the derivatives of V with respect to the bond lengths and g_θ that with respect to the angle. The sign count of a symmetric matrix is written (n₊, n₋, n₀), the numbers of its positive, negative and zero eigenvalues.

**(e) How are the sign counts of H_x and H_q related at a stationary point?**

Solution. The two relations between the gradients show that g_x = 0 and g_q = 0 imply each other, so a stationary point is the same point in both descriptions. There K = 0 and

H_x = BᵀH_qB.

B is rectangular, so first extend it to a square matrix. Let the rows of C be a basis of the null space of B, which has dimension 3N − M = 6, and place C below B to form S. If Sy = 0, then By = 0 puts y in the null space, while Cy = 0 makes y orthogonal to it. Hence y = 0, and S is invertible. With D the block-diagonal matrix made of H_q and a 6 × 6 block of zeros,

H_x = SᵀDS.

It remains to compare the signs of H_x and D. This is Sylvester's law of inertia, which can be proved by counting dimensions. For a symmetric matrix H, let W be a subspace in which yᵀHy > 0 for every y ≠ 0. In the space spanned by the eigenvectors with zero or negative eigenvalues, yᵀHy ≤ 0. The two spaces share only the zero vector, so the dimension of W is at most n₊. The span of the eigenvectors with positive eigenvalues reaches this dimension. Thus n₊ is the largest dimension of a subspace on which the quadratic form is positive.

Now yᵀH_xy = (Sy)ᵀD(Sy). The invertible matrix S carries each subspace to one of the same dimension, and every subspace on which one form is positive corresponds to one on which the other is. Hence n₊ is the same for H_x and D. The same argument applied to −H_x and −D gives equal n₋. In terms of H_q,

n₊(H_x) = n₊(H_q), n₋(H_x) = n₋(H_q), n₀(H_x) = n₀(H_q) + 6.

The six additional zeros are the translations and rotations. Since every regular internal set is compared with the same H_x, all such sets agree among themselves. The number of negative eigenvalues is therefore a property of the surface. When H_q has no zero eigenvalue, this number decides whether the point is a minimum: it is one exactly when the number is zero.

The values of the eigenvalues, unlike their signs, are not properties of the surface. The matrix Sᵀ is in general not the inverse of S, so SᵀDS is not a similarity transformation. Moreover, H_q mixes lengths and angles, and its eigenvalues change if the angle is measured in other units.

The RHF/6-31G minimum of water has bonds of 0.950 Å and an angle of 111.55°. The nonzero eigenvalues of H_x are 19.35, 90.76 and 138.81 eV/Å². Those of H_q, as numbers in eV, Å and rad, are 4.6, 57.0 and 58.6. The values differ, but the counts are (3, 0, 6) and (3, 0, 0).

A saddle point is provided by the ion N₂H⁺ with the proton bridging the two nitrogen atoms. In the same model both N–H distances are 1.324 Å and the angle at the proton is 49.55°. The counts are (2, 1, 6) for H_x and (2, 1, 0) for H_q. The count (2, 1, 0) is also found in the coordinates (1/r₁, 1/r₂, θ), with a Hessian computed there from energies alone.

**(f) Suppose g_q ≠ 0. Which Hessians can be produced at that point by changing the internal coordinates?**

Solution. Every symmetric matrix T can be produced. To see this, choose a constant vector w with

g_qᵀw = Σ_k g_kw_k = 1.

This is possible because at least one g_k is nonzero. Let q₀ be the values of q at the point, and define new coordinates t, with t = 0 at the point, by

q_k = (q₀)_k + t_k + ½ w_k tᵀ(T − H_q)t,

where H_q is the constant matrix evaluated at q₀. The first derivatives are

∂q_k/∂t_l = δ_kl + w_k[(T − H_q)t]_l.

At t = 0 this is the unit matrix, so t is a regular coordinate set in a neighbourhood of the point. The second derivatives are

∂²q_k/∂t_l∂t_m = w_k(T − H_q)_lm.

The rule of part (a) holds for any smooth change of variables. Here the matrix of first derivatives is the unit matrix, and the Hessian in t is

H_t = H_q + Σ_k g_kw_k(T − H_q) = H_q + (T − H_q) = T.

No sign pattern is excluded. A sign count taken at a point with nonzero gradient therefore describes the surface together with the coordinates. Combined with part (e), this shows that the counts are independent of the choice among all smooth regular coordinates if and only if the point is stationary.

The statement concerns what is guaranteed, and two qualifications belong to it. First, two particular coordinate sets may give the same counts at a nonstationary point. Second, if the allowed changes are restricted to affine ones, q = q₀ + Lt with a constant invertible L, the second derivatives of q vanish. Then H_t = LᵀH_qL, and by Sylvester's law the counts agree at every point, stationary or not.

The construction also shows how the freedom disappears as a stationary point is approached. The condition g_qᵀw = 1 requires |w| ≥ 1/|g_q|, so w grows without limit as the gradient goes to zero. The coordinates are sure to be regular as long as the added term in ∂q/∂t is small compared with the unit matrix. With the shortest w, this holds for

|t| ≪ |g_q|/‖T − H_q‖,

where ‖ ‖ is the largest absolute eigenvalue, and lengths and angles are taken as numbers in fixed units. For fixed T ≠ H_q the range covered by this estimate shrinks in proportion to the gradient.

For the shortened water molecule of part (d), H_q is positive definite, with eigenvalues 5.6, 113.3 and 114.6 as numbers in eV, Å and rad. Take T = −H_q and w = (1/g₁, 0, 0). The new coordinates are defined by

q = q₀ + t − w tᵀH_qt.

Second differences of the Hartree–Fock energy, taken directly in t, give the eigenvalues −114.6, −113.2 and −5.6. These equal those of −H_q to within 0.01, the error of the finite step; the middle values are 113.245 and 113.254 before rounding. The surface and the geometry are unchanged, and all three signs are reversed.

**(g) The coordinates in (f) were built for the purpose. Can the ordinary choice between r and s = 1/r change a sign?**

Solution. Consider first one bond, with all else held fixed. From r = 1/s,

dr/ds = −1/s² = −r², d²r/ds² = 2/s³ = 2r³.

The transformation rule with a single coordinate gives

V_ss = (dr/ds)²V_rr + (d²r/ds²)V_r = r⁴V_rr + 2r³V_r,

where subscripts denote derivatives. An attractive Coulomb energy V = −C/r = −Cs is linear in s, so V_ss must vanish. Indeed V_r = C/r² and V_rr = −2C/r³ give −2Cr + 2Cr = 0.

Since r³ is positive, V_ss has the sign of rV_rr + 2V_r. On a stretched bond V_r is positive, and there V_rr < 0 together with V_ss > 0 occurs when

−2V_r/r < V_rr < 0.

Just beyond an inflection point with V_r > 0 this condition is met, because V_rr starts from zero there while V_r is still finite.

For the numerical case one O–H bond of water is stretched to r₁ = 1.40 Å, with r₂ = 0.96 Å and θ = 105°. The stretched bond has

V_r = 6.84 eV/Å, V_rr = −1.04 eV/Å².

The lower limit of the window is −2 · 6.84/1.40 = −9.8 eV/Å², so V_rr lies inside it. The two contributions to V_ss are

r₁⁴V_rr = −4.0 eV Å², 2r₁³V_r = 37.6 eV Å²,

and their sum, 33.6 eV Å², agrees with the value obtained from energies in the variable s.

One diagonal element does not determine the signs of a matrix, so the full Hessians are needed. For (r₁, r₂, θ) the count is (2, 1, 0), with a lowest eigenvalue of −1.3 as a number in eV, Å and rad. For (1/r₁, 1/r₂, θ) it is (3, 0, 0). These are statements about the RHF surface, and they do not require this model to describe bond breaking well.

The difference matters for a Newton step. In coordinates with gradient g and invertible Hessian H the step is −H⁻¹g, and the energy change to first order is

−gᵀH⁻¹g.

If H is positive definite this is negative, so a sufficiently short step in this direction lowers the energy. If H is indefinite the sign is not fixed. The same molecule at the same geometry thus has a guaranteed downhill Newton direction in the reciprocal set, while the set of bond lengths gives no such guarantee. An indefinite Hessian on a slope is not by itself evidence of a nearby saddle point.

**(h) What happens to the six zero eigenvalues of H_x when the gradient is not zero?**

Solution. Let d be a displacement that shifts all atoms by the same vector. Translational invariance gives g_x(x + εd) = g_x(x) for every ε. Differentiation at ε = 0 yields

H_xd = 0.

The three translations remain null vectors everywhere.

For a rotation R, applied to every atom, E(Rx) = E(x). Compare the energy at x + δ with that at Rx + Rδ. To first order in δ,

g_x(Rx)·Rδ = g_x(x)·δ.

This holds for every δ, and R preserves scalar products, so g_x(Rx) = R g_x(x). The gradient turns with the molecule. For a small rotation by angle ε about the unit vector ω, Rx = x + ε ω×x, where the cross product acts on each atom. The terms linear in ε give

H_x(ω×x) = ω×g_x.

At a stationary point the right side is zero and rotations are null vectors. On a slope they are null vectors only if ω×g_x vanishes.

The sign of the rotational curvature follows from the quadratic form. Let x_i and g_i now be the position and gradient vectors of atom i. Then

Q(ω) = Σ_i (ω×x_i)·(ω×g_i) = Σ_i [x_i·g_i − (ω·x_i)(ω·g_i)].

For a triatomic molecule and ω normal to its plane the second term vanishes, since positions and gradients lie in the plane. The first term is the derivative of the energy under uniform scaling x → λx at λ = 1. Scaling multiplies both bond lengths by λ and leaves the angle unchanged, so

Q(normal) = r₁g₁ + r₂g₂.

For the shortened water molecule this is 2 · (−7.16) = −14.3 eV. Dividing by |ω×x|², with the origin at the mean position of the three atoms, gives −13.2 eV/Å². This quotient is an upper bound on the lowest eigenvalue of H_x, which is −24.1 eV/Å². The Cartesian Hessian thus has a negative eigenvalue although H_q is positive definite. The rotation itself costs no energy, but the straight displacement ω×x lengthens the compressed bonds at second order.

The full count of H_x at this geometry is (3, 3, 3), and the three negative signs can be traced. Reflection in the molecular plane separates in-plane from out-of-plane displacements. The in-plane block has at least one negative eigenvalue, because Q(normal) < 0. Out-of-plane displacements of three noncollinear atoms consist of one translation and rotations about two in-plane axes. Let X run parallel to the line joining the hydrogens and Y along the bisector of the angle, with the origin at the oxygen atom. Let φ = θ/2 = 52.5°, r = r₁ = r₂ and g = g₁ = g₂. One hydrogen lies at r(sin φ, cos φ) and has the gradient

g(sin φ, cos φ) + (g_θ/r)(cos φ, −sin φ),

because the second unit vector points toward larger θ. The other hydrogen is its mirror image. For rotation about Y, Q is the sum of the products of X components. For rotation about X it is the sum of the products of Y components:

Q(Y) = 2(rg sin²φ + g_θ sin φ cos φ),

Q(X) = 2(rg cos²φ − g_θ sin φ cos φ).

The cross term between the two rotations vanishes by the mirror symmetry. With rg = −7.16 eV and g_θ = −1.04 eV/rad these are −10.0 eV and −4.3 eV. Both are negative, so the out-of-plane block contributes two negative eigenvalues. The total is at least three, as the output shows.

For the stretched molecule of part (g) the count of H_x is (5, 1, 3). Again three zeros remain. The single negative sign matches the count (2, 1, 0) of (r₁, r₂, θ) but not the count (3, 0, 0) of the reciprocal set, and H_x has five positive eigenvalues where the internal sets have two or three. Projecting the translations and rotations out of a Cartesian Hessian leaves an M × M block, but it does not remove K. The retained directions are spanned by the columns of some right inverse A, so by Sylvester's law the block has the sign count of AᵀH_xA = H_q + AᵀKA. By part (b) this matrix can depend on A, that is, on the weights given to the atoms in the projection. Nor does projection touch the freedom found in part (f), which lies entirely within the internal coordinates.

Computed values

```
WATER MINIMUM
bond length: 0.9496 A
angle: 111.55 degrees
signs (+,-,0) Cartesian: (3, 0, 6)
signs (+,-,0) internal q: (3, 0, 0)
nonzero eigenvalues of Hx (eV/A^2): 19.35 90.76 138.81
eigenvalues of Hq (eV, A, rad): 4.632 56.994 58.638
N2H+ SADDLE POINT
N-H length: 1.3236 A
angle N-H-N: 49.55 degrees
signs (+,-,0) Cartesian: (2, 1, 6)
signs (+,-,0) internal q: (2, 1, 0)
signs (+,-,0) s, from energies: (2, 1, 0)
lowest eigenvalue of Hx: -16.992 eV/A^2
WATER, SHORTENED BONDS
bond length: 0.85 A; angle: 105.0 degrees
dV/dr1 = dV/dr2: -8.429 eV/A
dV/dtheta: -1.040 eV/rad
H_theta,theta formula: 5.693 eV/rad^2
H_theta,theta from energies: 5.693 eV/rad^2
without K, pseudoinverse: 2.111 eV/rad^2
without K, one end atom moved: -1.471 eV/rad^2
r2*g2: -7.164 eV
signs (+,-,0) Cartesian: (3, 3, 3)
signs (+,-,0) internal q: (3, 0, 0)
signs (+,-,0) reversing t, energies: (0, 3, 0)
eigenvalues of Hq (eV, A, rad): 5.588 113.254 114.585
eigenvalues in t (eV, A, rad): -114.585 -113.245 -5.588
rotational quadratic form: -14.329 eV
rotational Rayleigh quotient: -13.170 eV/A^2
lowest eigenvalue of Hx: -24.118 eV/A^2
WATER, ONE STRETCHED BOND
r1: 1.40 A; r2: 0.96 A; angle: 105.0 degrees
dV/dr1: 6.843 eV/A
d2V/dr1^2: -1.040 eV/A^2
r1^4 * d2V/dr1^2: -3.996 eV A^2
2 r1^3 * dV/dr1: 37.554 eV A^2
d2V/ds1^2 from energies: 33.558 eV A^2
eigenvalues of Hq (eV, A, rad): -1.320 4.527 53.971
eigenvalues of Hs (eV, 1/A, rad): 4.052 33.692 46.100
signs (+,-,0) internal q: (2, 1, 0)
signs (+,-,0) reciprocal s: (3, 0, 0)
signs (+,-,0) Cartesian: (5, 1, 3)
```
